# Step Size and Outer Radius in Brownian Simulation of Electron-Hole Escape

## Definitions and conventions

A photon absorbed in an insulator can leave an electron and a hole a few nanometres apart. They either recombine or escape each other and become separate charges. A Brownian simulation of this competition has two numerical settings, the step parameter $\eta$ and the outer radius $R$, and two sensitive physical inputs, the initial separation and the relative permittivity $\varepsilon_r$. Electronic-structure programs can supply the permittivity.

Let $\mathbf r=\mathbf r_h-\mathbf r_e$ be the separation, $r_0$ its initial length with random orientation, and $a$ the contact radius at which the pair is removed. The field $F$ points along $\hat{\mathbf z}$, and $\theta$ is the angle between $\mathbf r$ and $\hat{\mathbf z}$. Define

$$r_c=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r k_BT},\qquad f=\frac{eF}{k_BT},\qquad D=D_e+D_h .$$

At the Onsager radius $r_c$ the Coulomb energy equals $k_BT$. The model assumes overdamped motion, the Einstein relation between mobility and diffusion, a uniform medium, one isolated pair, and $a\ll r_c$.

The force on the hole is $k_BT\,\mathbf b$, with

$$\mathbf b=f\hat{\mathbf z}-r_c\frac{\mathbf r}{r^3},$$

and the force on the electron is the opposite. Hence $d\mathbf r_h=D_h\mathbf b\,dt+\sqrt{2D_h}\,d\mathbf W_h$ and $d\mathbf r_e=-D_e\mathbf b\,dt+\sqrt{2D_e}\,d\mathbf W_e$. On subtraction the drifts add, and so do the variances of the independent noises:

$$d\mathbf r=D\mathbf b\,dt+\sqrt{2D}\,d\mathbf W .$$

One coordinate therefore suffices. Since $D$ enters only through $D\,dt$, the escape probability does not depend on mobility.

## The zero-field standard

Let $\phi(\mathbf r)$ be the escape probability from $\mathbf r$. It equals its own average after a short time, $\phi(\mathbf r)=\langle\phi(\mathbf r+d\mathbf r)\rangle$. Inserting $\langle d\mathbf r\rangle=D\mathbf b\,dt$ and $\langle dr_idr_j\rangle=2D\delta_{ij}dt$ in a Taylor expansion gives the backward equation

$$\nabla^2\phi+\mathbf b\cdot\nabla\phi=0 .$$

For $F=0$ it is radial: $\phi''+(2/r-r_c/r^2)\phi'=0$. Because $(r^2e^{r_c/r})'=r^2e^{r_c/r}(2/r-r_c/r^2)$, this says that $r^2e^{r_c/r}\phi'$ is constant. Integration gives $\phi=C_1e^{-r_c/r}+C_2$. With $\phi(a)=0$ and $\phi(\infty)=1$,

$$P=\frac{e^{-r_c/r_0}-e^{-r_c/a}}{1-e^{-r_c/a}}\simeq e^{-r_c/r_0}.$$

The example has $\varepsilon_r=2.8$, $T=300$ K, $r_0=8$ nm and $a=1$ nm. Then $r_c=19.893$ nm and $P=e^{-19.893/8}=0.0832$. The finite contact radius changes this by $2\times10^{-9}$, so below $\phi$ at zero field means $e^{-r_c/r}$.

## Setting 1: the outer radius

A simulation must stop at some $R$. If every arrival there is counted as an escape, the condition $\phi(\infty)=1$ is replaced by $\phi(R)=1$, and

$$P_R=\frac{e^{-r_c/r_0}-e^{-r_c/a}}{e^{-r_c/R}-e^{-r_c/a}}\simeq P\,e^{r_c/R}.$$

The relative excess $e^{r_c/R}-1$ falls only as $r_c/R$. It is 86% at 32 nm, 36% at 64 nm and 17% at 128 nm; reaching 1% takes $R=2000$ nm, about $100\,r_c$. At 64 nm the formula gives 0.1135, and a finite-difference solution of the backward equation agrees to that accuracy.

Enlarging $R$ is unnecessary at zero field. A pair stopped at $r_s\ge R$ still has the escape chance $\phi(r_s)$, and its future depends only on where it is. Give that walk the score $e^{-r_c/r_s}$, and give captured walks zero. The mean score is then free of outer-boundary error for any $R>r_0$.

The score must use the actual stopping radius. A discrete step overshoots $R$ by a mean distance $\delta$ proportional to the step length, hence to $\sqrt\eta$. Scoring $e^{-r_c/R}$ instead lowers the result by a fraction of about $r_c\delta/R^2$. At $R=64$ nm the actual deficit is 2.6% for $\eta=0.02$ and 1.4% for $\eta=0.005$. The estimate is only the leading term: at $\eta=0.02$, where $\delta\simeq6$ nm is a tenth of $R$, it gives about 3%. The ratio is 1.83, near the value 2 of the leading square-root law.

### The score in a field

Let $u=1-\phi$ be the capture probability. Far from the origin the Coulomb drift is dropped, leaving $\nabla^2u+f\partial_zu=0$. Put $u=e^{-fz/2}v$. Then

$$\nabla^2u=e^{-fz/2}\left(\nabla^2v-f\partial_zv+\tfrac14f^2v\right),\qquad f\partial_zu=e^{-fz/2}\left(f\partial_zv-\tfrac12f^2v\right),$$

so $\nabla^2v=f^2v/4$. Its decaying solutions behave as $A(\theta)e^{-fr/2}/r$ at large $r$, which gives

$$u\simeq\frac{A(\theta)}{r}\,e^{-fr(1+\cos\theta)/2}.$$

This is a narrow wake around the upstream direction $\theta=\pi$, from which the field drives the pair back through the origin. Only $A(\pi)$ matters to leading order, and a conservation law fixes it. Away from the origin $\nabla\cdot\mathbf b=0$, so the backward equation for $u$ can be written

$$\nabla\cdot(u\mathbf b+\nabla u)=0 .$$

At contact $u=1$ and, for $a\ll r_c$, $\nabla u$ is negligible beside $\mathbf b$. The flux into the contact sphere is therefore $4\pi r_c$; the uniform field contributes nothing to the integral over the sphere. The same flux crosses a distant upstream plane $z=-Z$. With $\rho$ the distance from the axis, $\rho\,d\rho=r\,dr$ on that plane, and

$$\int u\,dS=\int_Z^\infty\frac{A}{r}e^{-f(r-Z)/2}\,2\pi r\,dr=\frac{4\pi A}{f}.$$

This does not depend on $Z$, so the term $\partial_zu$ integrates to zero, and the flux is $f\cdot4\pi A/f=4\pi A$. Hence $A(\pi)=r_c$. A score that has this wake and reduces to the exact one at $f=0$ is

$$w(r,\theta)=\exp\left[-\frac{r_c}{r}e^{-fr(1+\cos\theta)/2}\right].$$

Between these limits it is an interpolation, so a residual error remains. For a uniform field and $a\ll r_c$ an exact score also exists, Onsager's series $\phi=e^{-\alpha-\beta}\sum_{m,n\ge0}\alpha^m\beta^{m+n}/[m!\,(m+n)!]$ with $\alpha=r_c/r$ and $\beta=fr(1+\cos\theta)/2$; $w$ is a cheaper closed form that agrees with it on the upstream axis. At 0.02 MV/cm and $R=64$ nm, where $fR\simeq5$, the bare count is wrong by 1.25% and $w$ by 0.28%, relative to a solution with its boundary at 256 nm. At 0.1 and 0.3 MV/cm, where $fR$ is about 25 and 74, both errors vanish at the printed resolution of 0.0001%. The reason is that the density of exits at angle $\theta$ carries the factor $e^{-fR(1-\cos\theta)/2}$, by the same substitution with the drift reversed. Its product with $u$ therefore carries $e^{-fR}$ at every angle, times a prefactor that grows with $fr_c$ but, for $R$ well above $r_c$, does not offset the exponential.

## Setting 2: the step parameter

Write $h=D\,dt$. With a fixed step, the Coulomb drift $r_ch/r^2$ exceeds $r$ once $r<(r_ch)^{1/3}$, and the pair is thrown across the charge that should capture it. For $h=0.367$ nm², a moderate step at $r_0$, this happens below 1.94 nm, which is outside the contact radius. The step should therefore shrink near the origin:

$$h=\frac{\eta r^2}{1+r_c/r+fr}.$$

The drift length is at most $h(f+r_c/r^2)=\eta r(fr+r_c/r)/(1+r_c/r+fr)<\eta r$.

### Size of the step error at zero field

One Euler step is $\mathbf r'=\mathbf r+h\mathbf b+\sqrt{2h}\,\boldsymbol\xi$, with $\boldsymbol\xi$ a vector of independent unit normal numbers. Expand $\langle\phi(\mathbf r')\rangle$. The terms of order $h$ are $\mathbf b\cdot\nabla\phi+\nabla^2\phi=0$. At order $h^2$ the second, third and fourth derivatives contribute, in that order,

$$G=\tfrac12b_ib_j\partial_i\partial_j\phi+\mathbf b\cdot\nabla(\nabla^2\phi)+\tfrac12\nabla^2\nabla^2\phi .$$

The third-derivative term has $3\cdot2/6=1$ as its factor, and the fourth has $3\cdot4/24=\tfrac12$. Measure lengths in $r_c$, with $x=r/r_c$. Then $b_r=-x^{-2}$, $\phi'=\phi x^{-2}$, $\phi''=\phi(x^{-4}-2x^{-3})$ and $\nabla^2\phi=\phi''+2\phi'/x=\phi x^{-4}$. The three terms are

$$\phi\left(\tfrac12x^{-8}-x^{-7}\right),\quad\phi\left(-x^{-8}+4x^{-7}\right),\quad\phi\left(\tfrac12x^{-8}-4x^{-7}+6x^{-6}\right),$$

and their sum is $G=\phi\,(6x-1)/x^7$.

Each step thus shifts the mean of $\phi$ by $h^2G$, and the shifts add up along the walk. To leading order the total error $B$ is the mean of $\int hG\,d(Dt)$. The argument that gave the backward equation, now with a source, yields

$$B''+\left(\frac2x-\frac1{x^2}\right)B'=-hG,$$

with $B=0$ at both stopping radii. Multiply by $x^2e^{1/x}$ and insert $h=\eta x^3/(x+1)$:

$$\left(x^2e^{1/x}B'\right)'=-\eta\frac{6x-1}{x^2(x+1)}=-\eta\left(\frac7x-\frac1{x^2}-\frac7{x+1}\right).$$

The bracket is the derivative of $S=7\ln[x/(x+1)]+1/x$. Since $\phi'=1/(x^2e^{1/x})$, it follows that $B'=\eta\,\phi'(c-S)$ with a constant $c$. Integrate from contact, write $I(x)=\int_{a/r_c}^x\phi'S\,dx'$, and choose $c$ so that $B$ vanishes at $R$:

$$B(x_0)=\eta\left[\frac{\phi(x_0)}{\phi(x_R)}I(x_R)-I(x_0)\right].$$

Here $B=0.236\,\eta$, a relative error of $0.236\,\eta/0.0832=2.8\,\eta$. The coefficient belongs to this $r_0$, $r_c$ and $R$.

The discrete walk can be evaluated without sampling noise. Averaging the Gaussian step over angles gives the density of the new radius $r'$,

$$K(r,r')=\frac{r'}{\mu\sqrt{4\pi h}}\left[e^{-(r'-\mu)^2/4h}-e^{-(r'+\mu)^2/4h}\right],\qquad\mu=r-\frac{r_ch}{r^2},$$

and the mean score $s$ obeys $s(r)=\int_a^RKs\,dr'+\int_R^\infty K\phi\,dr'$. Solved numerically, this gives a limiting slope of 0.237, within 1% of the prediction.

| $\eta$ | $P$ of the walk | error | linear law |
|---|---|---|---|
| 0.04 | 0.0939 | 12.9% | 11.3% |
| 0.02 | 0.0883 | 6.1% | 5.7% |
| 0.01 | 0.0856 | 3.0% | 2.8% |
| 0.0025 | 0.0838 | 0.7% | 0.7% |

Errors are relative to the exact 0.0832. A bias below 1% needs $\eta<0.01/2.83\simeq0.0035$, and the number of steps grows as $1/\eta$.

### When to extrapolate

If $P(\eta)=P+s_1\eta$ plus smaller terms, then $2P(\eta)-P(2\eta)$ removes the linear error. From $\eta=0.01$ and 0.02 it gives $2(0.085646)-0.088254=0.083038$, low by 0.18%.

Noise sets the price. If the fine run has standard error $\sigma$ and the coarse run has half as many pairs, the combination has error $\sqrt{4\sigma^2+2\sigma^2}=2.4\sigma$. Comparing mean square errors, bias² $+\,\sigma^2$ against $6\sigma^2$, shows that extrapolation pays when the bias of the fine run exceeds $\sqrt5\,\sigma\simeq2.2\sigma$.

## Recommended procedure

1. Place the pair at $r_0$ with random orientation.
2. Compute $h$ from the current $r$ and make one Euler step.
3. Stop with score 0 if $r\le a$, or with score $w(r,\theta)$ if $r\ge R$; otherwise repeat step 2.
4. Average the scores and their squares over many pairs.
5. First run $F=0$ and compare with $e^{-r_c/r_0}$. Then apply the field, using two values of $\eta$ to look for a step error. Extrapolate only if the bias of the fine run exceeds about $2.2\sigma$; otherwise keep the fine run.

At $F=0$ and $\eta=0.02$, 60,000 pairs gave $0.0883\pm0.0010$, matching the noise-free walk, with 138 steps per pair on average. The bare exit fraction was $0.1173\pm0.0013$. Its parts can be traced: the continuous value 0.1135, times 1.061 for the step error, times $1-0.026$ for the overshoot, is 0.1173.

In a field, 40,000 pairs at $\eta=0.01$ and 20,000 at 0.02 gave the following, beside a direct solution of the backward equation.

| $F$ (MV/cm) | $\eta=0.01$ | extrapolated | backward equation |
|---|---|---|---|
| 0.02 | 0.152 | $0.150\pm0.004$ | 0.150 |
| 0.1 | 0.402 | $0.388\pm0.006$ | 0.406 |
| 0.3 | 0.737 | $0.741\pm0.005$ | 0.734 |

The middle extrapolated value lies 2.9 standard errors low. That is inside the tolerance of four used for the test, but it confirms the simulation there to no better than about 4%, and these runs cannot tell a fluctuation from a residual step error. The unextrapolated value is closer. The zero-field error law should not be carried over to strong fields: at 0.3 MV/cm the two step sizes in the table show no resolved trend. This does not mean that the step error is absent: the two runs at $\eta=0.04$ described next both lie above the backward equation, by about four standard errors when combined, though they fix its size only roughly. The order-$h^2$ expansion repeated in the field gives relative errors of about $0.73\,\eta$ at 0.1 MV/cm and $0.24\,\eta$ at 0.3 MV/cm, against $2.8\,\eta$ at zero field. That is about 1% at 0.3 MV/cm and $\eta=0.04$. At 0.1 MV/cm it puts the expected values of the two runs at 0.408 and 0.411, so the low extrapolated value there is a fluctuation. Moving both carriers explicitly at 0.3 MV/cm and $\eta=0.04$, with 70% of $D$ given to the electron, gave $0.744\pm0.004$, against $0.745\pm0.004$ for the single coordinate.

## Choosing the permittivity

At zero field $\ln P=-r_c/r_0$ and $r_c\propto1/\varepsilon_r$, so a small relative change in $\varepsilon_r$ changes $P$ by $r_c/r_0=2.5$ times as much. A field weakens this dependence: Onsager's series for a pair in a field gives a factor of about 1.0 at 0.1 MV/cm and 0.4 at 0.3 MV/cm. Dielectric-response calculations may hold the ions clamped or let them relax. At a total mobility of 1 cm²/Vs, diffusion over the Onsager radius takes about $r_c^2/D=153$ ps, but the Coulomb drift from $r_0$ to capture takes only $r_0^3/(3r_cD)=3.3$ ps. Both are long compared with lattice vibration periods of roughly 0.1 ps, so the relaxed-ion static value is the consistent choice here. A permittivity measured at kHz to MHz frequencies may also contain slow dipolar response, which does not follow picosecond motion and should be left out. At a mobility tens of times higher the drift time would no longer be long, and a single static value would be doubtful. If the clamped-ion value were 2.0, using it would give $r_c=27.9$ nm and $P=e^{-3.48}=0.031$ instead of 0.083 at zero field.

## Use for a low-k film

The parameters are round values in the regime of organosilicate low-k glass exposed to vacuum-ultraviolet light from a plasma. The permittivity is typical. The initial separation and the mobility are rough assumptions, and holes in such glasses may be far slower than electrons. The mobility does not affect $P$ in this model, but the separation does, most strongly at zero field, where $P$ is 0.036 for 6 nm and 0.137 for 10 nm. At 0.3 MV/cm Onsager's series gives 0.55 and 0.83 for the same separations.

Real films also contain traps. A sphere of radius $R_t$ absorbs diffusing carriers at the rate $4\pi DR_t$ times their density, so the number of encounters in the time $r_c^2/D$ is $4\pi R_tN_tr_c^2$. For $R_t=0.5$ nm and $N_t=10^{18}$ cm⁻³ this is 2.5. That time belongs to weak fields: drift across $r_c$ takes about 20 ps at 0.1 MV/cm and 7 ps at 0.3 MV/cm, with roughly 0.3 and 0.1 encounters. Traps that merely delay a carrier leave $P$ unchanged. If each encounter were permanent, only about $e^{-2.5}\simeq8\%$ of pairs would remain mobile for that time, and the count of escaped mobile carriers would fall by a factor that grows with the distance they must travel. The trapped carriers would charge the film locally wherever electrons and holes are held apart.

The fixed field is the next assumption to fail. If each of $10^{12}$ absorbed photons per cm² makes one pair at 0.1 MV/cm, the separated charge is $10^{12}\,e\times0.4055=0.065$ µC/cm². Held as two opposite sheets, in a film whose voltage is not fixed by electrodes, it would produce between them a field equal to the charge per area divided by $\varepsilon_0\varepsilon_r$, which is 0.26 MV/cm, more than the applied field. (One isolated sheet would give half of this.) So large a value is not reached, because the sheets oppose the applied field and charges stop drifting apart once it is cancelled. It shows that the fixed-field assumption fails at this dose. Keeping the opposing field below a tenth of the applied field requires a dose below about $4\times10^{10}$ cm⁻².

Other limits are milder here. Image attraction reaches $k_BT$ at $r_c/4=5$ nm from an electrode. Neighbouring pairs matter when their simultaneous density approaches $r_c^{-3}=1.3\times10^{17}$ cm⁻³. The highest field is about 6% of a rough breakdown field of 5 MV/cm. Overdamped motion fails where the Coulomb energy gained per mean free path reaches $k_BT$. With a free-electron mass the formal path is 0.07 nm, which would put this radius at 1.15 nm. But such a path is shorter than a bond, so a carrier of this mobility is better pictured as hopping between sites, and the hop length takes the place of the path. For an assumed hop of 0.5 nm the radius is $\sqrt{r_c\times0.5\ \mathrm{nm}}=3.2$ nm, from where the model's zero-field escape chance is about 0.002. This argument weakens in a field: at 0.3 MV/cm the chance from there is about 0.09 and the field energy per hop is about $0.6\,k_BT$. Continuous diffusion remains a reasonable first estimate of $P$, provided the sites have similar energies, but the form of the hop rate can shift it by several per cent. Longer hops would call for a hopping simulation, and a much higher mobility for one with inertia. The full figures are in the numerical output below.

## Computed results

```
relative permittivity 2.8, temperature 300 K, kT 0.02585 eV
r0 8 nm, contact a 1 nm, outer R 64 nm, Onsager radius 19.893 nm
total mobility 1.0 cm2/Vs, D 0.02585 cm2/s
exact zero-field escape exp(-rc/r0): 0.083191
change of it from finite contact radius: -2.10e-09
bare count at R: formula 0.113518, backward equation 0.113510
bare-count excess, continuous motion, R=32 nm: 86.20 %
bare-count excess, continuous motion, R=64 nm: 36.46 %
bare-count excess, continuous motion, R=128 nm: 16.81 %
bare-count excess, continuous motion, R=2000 nm: 1.00 %
predicted step-error slope dP/d(eta): 0.23580
slope of noise-free Euler walk, eta to 0: 0.23709
eta 0.0400: Euler-walk P 0.093943, error 12.92 %, linear law 11.34 %
eta 0.0200: Euler-walk P 0.088254, error 6.09 %, linear law 5.67 %
eta 0.0100: Euler-walk P 0.085646, error 2.95 %, linear law 2.83 %
eta 0.0050: Euler-walk P 0.084398, error 1.45 %, linear law 1.42 %
eta 0.0025: Euler-walk P 0.083789, error 0.72 %, linear law 0.71 %
extrapolated from eta 0.02 and 0.01: 0.083038, error -0.183 %
deficit if scored at R, not r_stop: eta 0.02 2.60 %, eta 0.005 1.42 %, ratio 1.83
simulation F=0, eta 0.02, 60000 pairs: 0.08826 +- 0.00099
same run, bare exit fraction: 0.11732 +- 0.00131 (noise-free 0.11729)
mean number of steps per pair in that run: 138
step at r0, eta 0.02: D*dt 0.3671 nm2, dt 142.0 fs
step at contact, eta 0.02: dt 0.370 fs
fixed step of the r0 size crosses the charge below r = 1.94 nm
field runs: 40000 pairs at eta 0.01, 20000 pairs at eta 0.02
F 0.02 MV/cm: f 0.0774 /nm, f*rc 1.539, P(0.01) 0.1517, P(0.02) 0.1537
  extrapolated 0.1498 +- 0.0044, backward equation 0.1495
  outer error at R: bare count 1.2491 %, wake score 0.2800 %
F 0.10 MV/cm: f 0.3868 /nm, f*rc 7.695, P(0.01) 0.4018, P(0.02) 0.4155
  extrapolated 0.3882 +- 0.0060, backward equation 0.4055
  outer error at R: bare count 0.0000 %, wake score 0.0000 %
F 0.30 MV/cm: f 1.1605 /nm, f*rc 23.085, P(0.01) 0.7365, P(0.02) 0.7319
  extrapolated 0.7410 +- 0.0054, backward equation 0.7344
  outer error at R: bare count 0.0000 %, wake score 0.0000 %
one coordinate 0.7453 +- 0.0036, two carriers 0.7441 +- 0.0036 (0.3 MV/cm, eta 0.04)
dose 1e+12 photons/cm2 at 0.1 MV/cm: separated charge 0.0650 uC/cm2
field of that charge as one sheet, sigma/epsilon: 0.2621 MV/cm
zero-field escape for r0 = 6 nm: 0.0363, for r0 = 10 nm: 0.1368
relaxation time 0.569 fs, mean free path 0.0664 nm
Coulomb heating radius 1.149 nm, escape from there 3.0e-08
time scale rc^2/D: 153.1 ps
trap encounters in that time (1e+18 cm-3, radius 0.5 nm): 2.49
electrode distance where image energy equals kT: 4.97 nm
pair density with one pair per rc^3: 1.27e+17 cm-3
highest field / rough breakdown field of 5 MV/cm: 0.060
```
